# Why odd rings remove an s-like band extremum in Weaire-Thorpe networks

## The model and its conventions

Consider $N$ atoms, each bonded to four distinct others, in a finite network. Periodic boundaries are allowed. The network is connected: a path of bonds leads from any atom to any other. A closed path is called odd or even by its number of bonds, and paths that close through a periodic boundary count too.

Each atom $i$ carries four orthonormal sp$^3$ hybrids, one assigned to each bond. In diamond they point exactly along the bonds; at other bond angles they can do so only approximately, and the model ignores the difference. The amplitude of a state on the hybrid of atom $i$ assigned to the bond with neighbour $j$ is $u_{ij}$. The hybrid at the other end of the same bond has amplitude $u_{ji}$. The Weaire-Thorpe Hamiltonian keeps two couplings: $V_1$ between any two hybrids on one atom, and $V_2$ between the two hybrids of one bond. Both are taken negative and equal throughout the network. The energy zero is the energy of a single hybrid.

On an isolated atom the equal sum of the four hybrids is the s orbital, with energy $3V_1$. The three combinations orthogonal to it are p orbitals, with energy $-V_1$. Hence $4|V_1|$ is the atomic s-p separation.

Let $A$ be the matrix with $A_{ij}=1$ for bonded atoms and zero otherwise. The connectivity eigenvalue $\gamma$ is an eigenvalue of $A/4$. The claim to be explained is that $\gamma=-1$ occurs in such a network if and only if it has no odd ring, and that the loss of this eigenvalue removes a band extremum which the diamond network has in this model.

## From hybrids to connectivity

Define the sum over the four hybrids of an atom,

$$s_i=\sum_j u_{ij}.$$

The normalised s orbital is half the sum of the hybrids, so its amplitude is $s_i/2$. The Schrödinger equation for one hybrid is

$$E\,u_{ij}=V_1(s_i-u_{ij})+V_2u_{ji},$$

because $V_1$ connects it to the other three hybrids of its atom. With $\varepsilon=E+V_1$, the two equations of a bond become

$$\varepsilon u_{ij}=V_1s_i+V_2u_{ji},\qquad \varepsilon u_{ji}=V_1s_j+V_2u_{ij}.$$

Multiply the first by $\varepsilon$ and insert the second for $\varepsilon u_{ji}$:

$$(\varepsilon^2-V_2^2)\,u_{ij}=V_1(\varepsilon s_i+V_2s_j). \tag{1}$$

Summing over the four neighbours of atom $i$ gives

$$(\varepsilon^2-V_2^2)\,s_i=4V_1\varepsilon s_i+V_1V_2\sum_j s_j .$$

The last sum is $(As)_i$. If $s$ is not zero everywhere and $V_1V_2\neq0$, it must therefore be an eigenvector of $A$, with $As=4\gamma s$. Then $\varepsilon^2-4V_1\varepsilon-V_2^2-4\gamma V_1V_2=0$, and

$$E=V_1\pm R(\gamma),\qquad R(\gamma)=\sqrt{4V_1^2+V_2^2+4\gamma V_1V_2}. \tag{2}$$

These are the two s-like bands. The name means that their states contain some s orbital; in general they contain p orbitals as well. Since $V_1V_2>0$, $R$ grows with $\gamma$. The inner edge of each band, the top of the lower one and the bottom of the upper one, is therefore set by the smallest $\gamma$ whose root in that band belongs to an actual state. At $\gamma=-1$ only one of the two roots does, as shown next.

## Which roots are real at the ends

Equation (2) was obtained after multiplying by $\varepsilon$, and a root with $\varepsilon^2=V_2^2$ needs separate care, since (1) cannot then be divided. Any other root does belong to a state: dividing (1) by $\varepsilon^2-V_2^2$ gives amplitudes that sum to $s_i$ on each atom, by the quadratic equation for $\varepsilon$, and inserting them gives $\varepsilon u_{ij}-V_2u_{ji}=V_1s_i$, as required. For a root with $\varepsilon^2=V_2^2$ the right side of (1) must vanish. If $\varepsilon=V_2$, this requires $s_j=-s_i$ on every bond, which is a $\gamma=-1$ pattern. If $\varepsilon=-V_2$, it requires $s_j=s_i$, which is the $\gamma=1$ pattern.

Take the first case and write $s_i=\sigma_ic$ with alternating signs $\sigma_i=\pm1$. The bond equation gives $u_{ij}-u_{ji}=V_1s_i/V_2$. Multiply by $\sigma_i$ and sum over the $2N$ bonds. The left side is $\sum_i\sigma_is_i=Nc$, because $\sigma_j=-\sigma_i$. The right side is $2NV_1c/V_2$. Hence $c=0$ unless $V_2=2V_1$, and the root is spurious. In the second case $u_{ij}+u_{ji}=-V_1c/V_2$, and the same sum gives $c=0$ unless $V_2=-2V_1$, which equal signs exclude.

What remains at $\gamma=-1$ is $\varepsilon=4V_1-V_2$, or

$$E_-=3V_1-V_2. \tag{3}$$

For $V_2\neq2V_1$, equation (1) with $s_j=-s_i$ then gives $u_{ij}=s_i/4$. At $V_2=2V_1$ equation (1) gives no amplitudes, but inserting $u_{ij}=s_i/4$ in the bond equations shows that they are satisfied there too. All four hybrids of an atom are equal, so the state is purely s, with opposite sign on neighbouring atoms. It is the fully antibonding s state, which explains the term $-V_2>0$. At $\gamma=1$ the surviving root is $3V_1+V_2$, the fully bonding s state.

The position of $E_-$ in the spectrum depends on the parameters. For $|V_2|>2|V_1|$, $2V_1-V_2$ is positive and equals $R(-1)$, so $E_-=V_1+R(-1)$ is the minimum of the upper s-like band. For $|V_2|<2|V_1|$, $E_-=V_1-R(-1)$ is the maximum of the lower one. The lost extremum is thus a conduction-band edge in the first regime and lies below the flat p-like level in the second.

## Why an odd ring forbids the alternating state

Each atom has four bonds, so for any eigenvector $s$ of $A$

$$\sum_{\rm bonds}(s_i+s_j)^2=4\sum_is_i^2+2\sum_{\rm bonds}s_is_j .$$

The last term is $\sum_{ij}s_iA_{ij}s_j=4\gamma\sum_is_i^2$, since the double sum meets each bond twice. Therefore

$$\sum_{\rm bonds}(s_i+s_j)^2=4(1+\gamma)\sum_is_i^2. \tag{4}$$

The left side cannot be negative, so $\gamma\ge-1$. Equality requires every term to vanish: $s_j=-s_i$ on every bond.

Now follow a ring of $n$ atoms. Each step reverses the sign, and after $n$ steps one is back at the start with $s=(-1)^ns$. For odd $n$ this means $s=0$ on the ring. Since $s_j=-s_i$ also holds on all other bonds, the zero passes to every atom that can be reached, and in a connected network that is every atom. No eigenvector is left, so $\gamma=-1$ is absent. A single odd ring suffices.

Conversely, suppose there is no odd ring. Then there is no odd closed path at all. To see this, take a shortest odd closed path of length $L$. If it visited an atom twice, it would split into two closed paths, one of them odd and shorter. If two of its atoms, separated by arcs $p$ and $q$ with $p+q=L$, were joined by a shortcut of length $m$ less than both, the closed paths $p+m$ and $q+m$ would both be shorter than $L$. Their lengths sum to $L+2m$, which is odd, so one of them would be odd. Either case is a contradiction, so a shortest odd closed path is a ring without shortcuts. In its absence, each atom can be given the sign $+$ or $-$ by the parity of any path from a starting atom, without conflict. This alternating pattern has $\gamma=-1$.

Two four-coordinated networks can be checked by hand. In five atoms all bonded to each other, $A$ is the all-ones matrix minus the identity. Its lowest eigenvalue is $-1$, so $\gamma_{\min}=-1/4$; this network is full of triangles. In the eight-atom periodic cell of diamond, each of four atoms is bonded to all four of the others, and the alternating pattern gives $\gamma=-1$. Placed side by side without a bond between them, the two form a network that has odd rings and still has $\gamma=-1$, carried by the eight-atom part. This is why connectedness is needed.

The uniform pattern $s_j=s_i$ meets no such obstacle, since it closes around a ring of any length. The state at $3V_1+V_2$ therefore survives, and the loss concerns one end of the connectivity spectrum.

## Where the state goes

The total number of states is $4N$ with or without odd rings, so something must replace the missing state. States with $s_i=0$ on every atom are purely p-like. The bond equations then give $\varepsilon=\pm V_2$ with $u_{ji}=\pm u_{ij}$, hence two flat levels at $-V_1\pm V_2$.

For the level $-V_1+V_2$ there is one amplitude $b$ per bond, $2N$ in all, and the condition $\sum b=0$ at each of the $N$ atoms. These conditions are dependent if weights $c_i$, not all zero, exist with $c_i+c_j=0$ on every bond. That is again the alternating pattern. The level holds $N+1$ states if all rings are even and $N$ if an odd ring exists. For the level $-V_1-V_2$ the amplitudes are antisymmetric, the dependence needs $c_i=c_j$, and there are always $N+1$ states.

The rest are s-like: $2N-2$ without odd rings and $2N-1$ with them. In an odd-ringed network the lowest $\gamma$ lies above $-1$ and both its roots are real. The pure s state and one flat-level state are replaced by two mixed s-p states.

With four electrons per atom and two per level, the lowest $2N$ levels are filled. From (2), $R^2-(2V_1-V_2)^2=4V_1V_2(1+\gamma)\ge0$, which puts the flat level $-V_1+V_2$ between the two s-like bands. In an odd-ringed network the lower band has $N$ states and the flat level $N$, so filling ends at the flat level and the gap is

$$E_g=V_1+R(\gamma_{\min})-(-V_1+V_2)=2V_1-V_2+R(\gamma_{\min}). \tag{5}$$

Without odd rings and with $|V_2|>2|V_1|$, the lower band has $N-1$ states and the flat level $N+1$, and the gap is $2(2V_1-V_2)$. With $|V_2|<2|V_1|$ the lower band has $N$ states, because it now includes $E_-$. The flat level then has one place too many, stays partly filled, and the gap is zero.

## How far the edge moves

The theorem says that $\gamma_{\min}>-1$, but not by how much. An upper limit follows from a trial state. Give the atoms signs $\pm1$ in any way and let $f$ be the number of bonds that join like signs. Each contributes $4$ to the left side of (4), and the lowest eigenvalue cannot exceed the trial value, so $4(1+\gamma_{\min})N\le4f$, or

$$1+\gamma_{\min}\le f/N. \tag{6}$$

A lower limit comes from odd closed walks. Along a walk of $L$ steps starting at atom 0, the alternating sum $\sum_{t=0}^{L-1}(-1)^t(s_t+s_{t+1})$ telescopes to $s_0+s_L=2s_0$ for odd $L$. The Cauchy-Schwarz inequality gives $4s_0^2\le L\sum_t(s_t+s_{t+1})^2$. Choose one such walk for each atom and add. If $W$ is the largest load on any bond, counting each passage with the length of its walk, then $4\sum_is_i^2\le W\sum_{\rm bonds}(s_i+s_j)^2$, and (4) yields

$$1+\gamma_{\min}\ge1/W. \tag{7}$$

If odd rings are spread so evenly that $W$ stays bounded as the network grows, the edge stays detached at any size. If instead signs can be chosen so that $f/N$ tends to zero as the network grows, (6) shows the opposite: $\gamma_{\min}$ tends to $-1$. Take a diamond box and replace two bonds $i$-$k$ and $j$-$l$, where $i$ and $j$ are bonded, by $i$-$l$ and $j$-$k$. Both new bonds join like sublattices, so $f=2$ and $1+\gamma_{\min}\le2/N$. Numerically, one such switch gives $1+\gamma_{\min}=0.0156$ for 64 atoms and $0.00080$ for 1000 atoms; the other, inequivalent choice of $k$ and $l$ gives $0.0157$ and $0.00081$. The extremum is strictly absent in each box, but for large $N$ its replacement lies very close by. As long as $4V_1V_2(1+\gamma_{\min})$ is much smaller than $(2V_1-V_2)^2$, expanding (2) about $\gamma=-1$ gives an edge shift of size

$$R(\gamma_{\min})-R(-1)\approx\frac{2V_1V_2(1+\gamma_{\min})}{|2V_1-V_2|}.$$

At the crossing $V_2=2V_1$ the shift is instead $2\sqrt{V_1V_2(1+\gamma_{\min})}$, which is far more sensitive to a few odd rings. The odd-ringed network of the next section lies outside the range of the linear formula, so its shifts are taken from (2) directly.

A large random network may also contain big regions without odd rings. Within such a region, let an alternating pattern fall linearly from 1 at the centre to 0 over $m$ bonds. Each bond then contributes at most $1/m^2$ to (4), so for a diamond-like region $1+\gamma_{\min}$ is at most a constant times $1/m^2$. If diamond-like regions of every size occur as the network grows, $\gamma_{\min}$ tends to $-1$. Tree-like regions, where most atoms lie near the boundary, need not have this effect. The word "finite" in the theorem is therefore essential.

## A network of 216 atoms

Three periodic networks of 216 atoms are compared at fixed $V_1$ and $V_2$. The first is diamond. The second has 108 of the switches just described, with switches that would put a new bond in a ring of three or four atoms rejected. The third is a control with 161 of its 432 bonds replaced. Its switches join only unlike sublattices, so all rings stay even. These are bond topologies, not relaxed structures.

The lowest connectivity eigenvalue is $-1$ in diamond, $-1$ in the control and $-0.859$ in the odd-ringed network. Topological disorder by itself leaves the extremum in place; the odd rings remove it. In so small a box this contrast rests on a single state: the second-lowest $\gamma$ is $-0.866$ in diamond and about $-0.86$ in controls of this kind, close to the lowest value of the odd-ringed network. The difference shows as the box grows. The second value of diamond reaches $-0.951$ at 1000 atoms, while networks with $N/2$ odd-ring switches keep $\gamma_{\min}$ near $-0.86$ up to about 10,000 atoms. In the odd-ringed network every atom lies on an odd closed walk of 5 to 7 steps. One shortest walk per atom gives $W=56$, and the signs of the original diamond sublattices give $f=138$; other signs may give a smaller $f$. The limits (7) and (6) read $0.018\le0.141\le0.639$, correct but wide.

Take first the round values $V_1=-2$ eV and $V_2=-5$ eV, for which $|V_2|>2|V_1|$. Diamond has its upper s-like minimum at $3V_1-V_2=-6+5=-1$ eV. In the odd-ringed network

$$R=\sqrt{16+25-0.8588\times40}\ \text{eV}=2.58\ \text{eV},$$

so the edge is at $-2+2.58=0.58$ eV, higher by 1.58 eV. The flat valence level is at $2-5=-3$ eV. The gap grows from 2.00 eV to 3.58 eV, while the control keeps 2.00 eV. This is one random sample. Other samples and sizes from 216 to about 10,000 atoms give $1+\gamma_{\min}$ between 0.13 and 0.17, and gaps between 3.5 and 3.8 eV.

The character of the edge changes as well. Let $w=\sum_is_i^2/4$ be the s weight of a normalised state. The $V_1$ part of the Hamiltonian has expectation value $V_1(\sum_is_i^2-1)=V_1(4w-1)$, and the derivative of an energy level with respect to a parameter is the expectation value of the derivative of the Hamiltonian in that state. Hence $\partial E/\partial V_1=4w-1$ at fixed $\gamma$. Differentiating (2) gives

$$w=\frac12\left[1\pm\frac{2V_1+\gamma V_2}{R}\right].$$

For the upper edge this is $\frac12[1+(-4+4.294)/2.578]=0.56$, against 1 in diamond. Nearly half of the edge state is now p-like.

## The inverted case: grey tin

Grey tin has the diamond structure and is close to the crossing. Rough two-centre integrals are $V_{ss}=-1.3$, $V_{sp}=1.4$, $V_{pp}=2.1$ and $V_{pp\pi}=-0.6$ eV, with an s-p separation of 6.6 eV. They give $V_1=-6.6/4=-1.65$ eV and, for two hybrids pointing at each other,

$$V_2=\tfrac14(V_{ss}-2\sqrt3\,V_{sp}-3V_{pp})=-3.11\ \text{eV}.$$

Here $|V_2|<2|V_1|=3.30$ eV. The alternating s state is the top of the lower s-like band, at $-1.84$ eV, below the flat level at $-1.46$ eV, and the diamond network has no gap. In the odd-ringed network $R=1.71$ eV. The lower band now ends at $-3.36$ eV, the upper one begins at $-1.65+1.71=0.06$ eV, and a gap of 1.53 eV opens. Other samples and sizes give 1.47 to 1.67 eV. The control stays gapless. In a box of this size that zero comes from one empty place in the flat level. In the 216-atom diamond box the next level lies 1.48 eV higher, and it approaches the flat level only as the box grows.

This number is not a prediction for amorphous tin. The model agrees with real grey tin in being gapless with an s-like level below the p-like valence top. But it leaves out other hybrid couplings of up to 0.30 eV between neighbours. In the crystal these give the top p-like valence band, flat in the model, a width of 2.4 eV, more than the whole model gap. They also change the inversion from $-0.38$ to $-0.20$ eV. With them included, lowering the s-p separation from 6.6 to 6.3 eV turns it into $+0.10$ eV, so even its sign depends on rough inputs. Spin-orbit coupling, with a rough splitting of 0.8 eV, lifts the p-like top by 0.27 eV. In one random sample with 2 % bond-length spread and $V_2$ varying as the inverse square of the length, the gap falls from 1.53 to 1.33 eV. Tilting one hybrid by $10^\circ$ weakens $V_2$ by 0.03 eV, and the thermal energy at 250 K is 0.02 eV. The density of switches was chosen, not derived from a real film.

For amorphous silicon the lesson is likewise about mechanism. The conduction minimum of crystalline silicon is not the alternating s state, which lies higher, so the widening found for the round values cannot be carried over to its gap. Real films also contain atoms without four bonds, for which the sum over four neighbours that leads from (1) to (2), and the identity (4), no longer hold as written. What the model does show is that the pure s state at a band edge of its diamond network depends on a sign pattern spanning the whole network, and that ring parity decides whether this pattern can close. How far the edge moves when it cannot close depends on the number and distribution of the odd rings, and on how close the couplings are to $V_2=2V_1$. The shift caused by a single switch vanishes as the box grows, but near that crossing a larger box is needed before it becomes small. The remaining values are in the numerical output.

## Numbers as computed

```
Small networks tested: even-ringed 30 , with odd rings 186
Lowest gamma, 5 atoms all bonded to each other: -0.2500
Lowest gamma, 8-atom periodic diamond cell: -1.0000
Lowest gamma, these two side by side, unconnected: -1.0000
N = 64: 1+gamma_min, one switch 0.015645 (bound 2/N 0.031250), N/2 switches 0.1792
N = 216: 1+gamma_min, one switch 0.004090 (bound 2/N 0.009259), N/2 switches 0.1412
N = 512: 1+gamma_min, one switch 0.001626 (bound 2/N 0.003906), N/2 switches 0.1369
N = 1000: 1+gamma_min, one switch 0.000804 (bound 2/N 0.002000), N/2 switches 0.1319
Example: atoms 216, bond switches 108
Bonds replaced in the even-ringed disordered control: 161
gamma_min: diamond -1.0000, even control -1.0000, odd-ringed -0.8588
Shortest odd closed walk through an atom: 5 to 7 steps
Bonds joining like sublattices f = 138; largest bond load W = 56
Bounds: 1/W = 0.01786 <= 1+gamma_min = 0.14115 <= f/N = 0.63889
Rough tin inputs (eV): Vss -1.3, Vsp 1.4, Vpp 2.1, Vpi -0.6, Ep-Es 6.6
Round set: V1 = -2.000 eV, V2 = -5.000 eV; lost state is minimum of upper s-like band
  diamond extremum 3V1-V2 = -1.000 eV, s weight 1 confirmed
  R(gamma_min) = 2.578 eV; odd-ringed edge = 0.578 eV, shift +1.578 eV
  s weight of the odd-ringed edge state = 0.557
  flat p-like levels: -3.000 eV and 7.000 eV
  half-filling gap: diamond 2.000 eV, even control 2.000 eV, odd-ringed 3.578 eV
Rough tin: V1 = -1.650 eV, V2 = -3.112 eV; lost state is maximum of lower s-like band
  diamond extremum 3V1-V2 = -1.838 eV, s weight 1 confirmed
  R(gamma_min) = 1.713 eV; odd-ringed edge = -3.363 eV, shift -1.526 eV
  s weight of the odd-ringed edge state = 0.683
  flat p-like levels: -1.462 eV and 4.762 eV
  half-filling gap: diamond 0.000 eV, even control 0.000 eV, odd-ringed 1.526 eV
Effects neglected by the model, sized for the rough tin numbers:
  largest other nearest-neighbour hybrid coupling: 0.304 eV
  width of the top p-like valence band, all couplings: 2.40 eV
  zone-centre s level minus p level: model -0.375 eV, all couplings -0.200 eV
  spin-orbit splitting 0.8 eV (rough) lifts p top by 0.267 eV
  bond-length spread 2 % (rough): gap 1.526 -> 1.328 eV
  one hybrid tilted by 10 degrees: V2 changes by +0.033 eV
  thermal energy at 250 K: 0.0215 eV
```
